# Schottky and Poole-Frenkel lowering: when current slopes differ by two, part 2

The steady leakage current of a ferroelectric capacitor may come from electrons that climb over the contact barrier (Schottky emission) or escape from defects in the film (Poole-Frenkel emission). The question is whether a measured current shows the ratio of the two barrier lowerings.

Hartree atomic units are used: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ equal one. The local field of magnitude $F$ pulls the electron outward, and $\epsilon$ is the relative permittivity that follows its escape. The thermal energy is $kT$, and $s=\sqrt F$ is the plot variable, at fixed temperature.

At distance $x$ from the metal, the image force is $1/(4\epsilon x^2)$ and the electron's energy is

$$U(x)=\Phi-\frac1{4\epsilon x}-Fx ,$$

where $\Phi$ is the contact barrier at zero field. The defect is neutral when filled and has charge $+1$ when empty. Its level lies $E_i$ below the conduction-band edge. At distance $r$ from it and angle $\theta$ from the pull,

$$U(\mathbf r)=-\frac1{\epsilon r}-Fr\cos\theta .$$

The lowest pass is a saddle on the forward axis, at $r_m=1/\sqrt{\epsilon F}$. The contact maximum is at $x_m=1/(2\sqrt{\epsilon F})$. The lowerings are

$$D_S=\sqrt{F/\epsilon}\quad\text{(contact)},\qquad D_{PF}=2\sqrt{F/\epsilon}\quad\text{(defect)}.$$

If electrons moving outward at the contact top escape, none return and tunnelling is left out, the ballistic current density is

$$J_S=\frac{(kT)^2}{2\pi^2}\exp\left[-\frac{\Phi-D_S}{kT}\right],$$

$$\frac{d\ln J_S}{ds}=\frac1{kT\sqrt\epsilon}.$$

The example has $\epsilon=6.25$, $kT=0.001$ hartree and $F$ from $4\times10^{-6}$ to $1.6\times10^{-5}$, so $s$ runs from $0.002$ to $0.004$. The saddle distance falls from $200$ to $100$ bohr. The ballistic contact and the constant-mobility bulk stand for two different films.

### Next case: electrons released in the film

In the bulk, the current is carried by free electrons that drift in the field. With constant mobility $\mu$ and free-electron density $n$, the drift velocity is $\mu F$ and

$$J_{PF}=\mu nF .$$

The factor $F$ describes transport after release. The release itself affects $n$, so the quantity to compare with the barrier is $J_{PF}/F$.

Let the film contain a density $N_D$ of the donor-like defects and a density $N_A$ of acceptors, with $N_A<N_D$. Each acceptor has taken one electron and is negatively charged. Charge neutrality then requires $N_A+n$ empty, positively charged donors. The number still holding an electron is $N_D-N_A-n$.

In the steady state, emission from the filled donors balances capture by the empty ones. If $g$ is the emission rate per filled donor and $c$ the capture coefficient,

$$g\,(N_D-N_A-n)=c\,n\,(N_A+n).$$

With $n_1=g/c$ this becomes

$$n_1(N_D-N_A-n)=n(N_A+n).$$

The zero-field value of $n_1$ follows from thermal equilibrium. Let $\zeta$ be the Fermi energy relative to the conduction-band edge. For a dilute electron gas of unit mass,

$$n=2e^{\zeta/kT}\int\frac{d^3p}{(2\pi)^3}e^{-p^2/2kT}
=2\left(\frac{kT}{2\pi}\right)^{3/2}e^{\zeta/kT},$$

since the momentum integral is $(2\pi kT)^{3/2}$. A filled donor has two spin states and energy $-E_i$, while an empty donor has one state. The ratio of filled to empty donors is $2e^{(\zeta+E_i)/kT}$. Dividing $n$ by this ratio removes both $\zeta$ and the spin factor:

$$n_1(0)=\left(\frac{kT}{2\pi}\right)^{3/2}e^{-E_i/kT}.$$

Now apply the field. In the ideal Poole-Frenkel model the emission rate is controlled by the lowest pass with a field-independent prefactor, and the capture coefficient is unchanged. Then

$$n_1=\left(\frac{kT}{2\pi}\right)^{3/2}\exp\left[-\frac{E_i-D_{PF}}{kT}\right],
\qquad \frac{d\ln n_1}{ds}=\frac2{kT\sqrt\epsilon}.$$

This is the slope of the emission rate. Whether the current has the same slope depends on the balance.

### Limits of the balance

**With compensation.** If $n$ is small compared with both $N_A$ and $N_D-N_A$, it may be dropped where it is added to or subtracted from these densities:

$$n\approx n_1\frac{N_D-N_A}{N_A}.$$

The density is proportional to the emission rate, because the number of empty donors available for capture is fixed by the acceptors. Hence

$$\frac{d\ln(J_{PF}/F)}{ds}=\frac2{kT\sqrt\epsilon},$$

which is twice the Schottky slope.

**Without compensation.** For $N_A=0$ and $n\ll N_D$, the balance is $n^2\approx N_Dn_1$, so

$$n\approx\sqrt{N_Dn_1},\qquad
\frac{d\ln(J_{PF}/F)}{ds}=\frac1{kT\sqrt\epsilon}.$$

Each released electron leaves behind an empty donor that can capture. Stronger emission thus also strengthens capture, and the logarithmic response is halved. The barrier is still lowered by twice the Schottky amount, but the slope of $\ln(J_{PF}/F)$ equals the Schottky slope of $\ln J_S$.

**Between the limits.** Take the logarithm of the full balance and differentiate with respect to $\ln n$:

$$\frac{d\ln n_1}{d\ln n}=1+\frac n{N_A+n}+\frac n{N_D-N_A-n}.$$

The slope of $\ln n$ is the slope of $\ln n_1$ divided by this number. The second term grows from zero to one as compensation is lost. The third becomes large when few filled donors remain, and the density then responds little to further lowering. Within the ideal emission model, the factor two is therefore a property of the compensated, far-from-exhausted case. The ideal escape rate is itself an assumption. Electrons that collide often near the saddle escape by diffusion, and their rate need not follow $e^{D_{PF}/kT}$ with a constant prefactor. In the limit of a free path short compared with $r_m$, steady diffusion out of the Coulomb well gives a rate relative to zero field of $2I_1(\beta)/\beta$, with $\beta=D_{PF}/kT$ and $I_1$ the modified Bessel function (Onsager's result, quoted here without derivation). For the example below this factor grows from $1.36$ to $2.96$, a slope of about $390$ instead of $800$, so the factor two is lost even with compensation. A film with constant mobility scatters often and may lie close to this limit. The slope $800$ is a property of the ideal model.

### Numbers for the slopes

Take $kT=0.001$ hartree, $\epsilon=6.25$ and $\Phi=E_i=0.03$ hartree. The predicted slopes, in atomic units of field to the power $-1/2$, are

$$\frac1{0.001\times2.5}=400,\qquad \frac2{0.001\times2.5}=800 .$$

Between $s=0.002$ and $0.004$, $D_S$ grows by $0.0008$ hartree, or $0.8\,kT$. The contact current should grow by $e^{0.8}\approx2.23$. Integration of the Fermi occupation at the numerically located top gives currents of $1.055\times10^{-20}$ and $2.348\times10^{-20}$ atomic units, whose ratio is $2.23$. The upper value is $0.0555$ A/m$^2$.

For the compensated film, $N_D=10^{-9}$ and $N_A=10^{-10}$ per cubic bohr, so $n\approx9n_1$. Solving the full balance gives $n=8.38\times10^{-18}$ at the lower field and $4.15\times10^{-17}$ at the upper. The ratio is $4.95$, as expected from $e^{1.6}$. The mean donor spacing is about $1000$ bohr, and half of it exceeds the saddle distance of $200$ bohr at the lower field, so treating the donors as isolated is reasonable. This donor density is only about $7\times10^{15}$ cm$^{-3}$. Above roughly $10^{17}$ cm$^{-3}$ half the spacing falls below $200$ bohr, and the isolated-centre picture no longer applies at these fields.

Without acceptors, the densities are $3.05\times10^{-14}$ and $6.79\times10^{-14}$, with ratio $2.23$. Removing the acceptors raises the density greatly, yet weakens its dependence on field. This is an ideal limit, since it requires $N_A\ll n$ and $n$ is here less than $10^{-4}N_D$. Even a small acceptor content, such as $N_A=10^{-3}N_D$, nearly restores the compensated slope.

The slopes fitted to five fields are $400.00$ for the contact, $800.00$ for the compensated film and $399.99$ for the uncompensated film. The last small deviation comes from the third term of the derivative above: $n/N_D$ is about $5\times10^{-5}$ in mid-range, which changes the divisor from $2$ to about $2.00005$.

### A change of vertical axis

Suppose that $\ln J_{PF}$ is plotted instead of $\ln(J_{PF}/F)$. Since $\ln F=2\ln s$, the compensated slope becomes

$$\frac{d\ln J_{PF}}{ds}=\frac2{kT\sqrt\epsilon}+\frac2s .$$

At $s=0.003$ the extra term is $667$, and the local slope is $1467$. From end to end the slope is $(1.6+\ln4)/0.002\approx1493$, or $3.7$ times the Schottky slope. The factor two is thus hidden by the drift factor. As $s$ grows the extra term falls, but it is far from negligible in this range.

### Reading a permittivity from a slope

Let $b$ be a measured slope against $s$. For a Schottky reading with the ballistic formula it is the slope of $\ln J$, and for a Poole-Frenkel reading it is the slope of $\ln(J/F)$. Solving the two ideal slope formulas for $\epsilon$ gives

$$\epsilon_S=\frac1{(bkT)^2},\qquad \epsilon_{PF}=\frac4{(bkT)^2}.$$

For the compensated film the slope of $\ln(J/F)$ is $b=800$, so $bkT=0.8$. The Poole-Frenkel reading returns the correct $4/0.64=6.25$. Putting the same number into the Schottky formula would give $1.56$, but that formula belongs to the other axis. The end-to-end slope of $\ln J$ is $1493$, and the Schottky reading of it gives $1/1.493^2\approx0.45$, which is below the vacuum value of one. An independent value of the permittivity that follows the escape can then favour one reading, provided the two ideal models apply. With diffusive escape the compensated film has $b\approx390$, and the Poole-Frenkel reading gives about $26$. The high-frequency value serves this purpose only if the lattice does not respond during the escape. Otherwise a larger value is to be expected, and the test is less sharp.

The axis must be kept in mind. For an uncompensated film the slope of $\ln(J/F)$ is $400$, and the Schottky formula applied to this number returns $6.25$ although the electrons come from defects. On the axis of the ballistic Schottky reading, $\ln J$, the same film has the end-to-end slope $(0.8+\ln4)/0.002\approx1093$, and the reading gives $0.84$. Within the ballistic model, the apparent agreement was produced by the wrong axis. A low reading on $\ln J$ does not exclude the contact, however. If the free path is short, electrons diffuse over the contact barrier and $J\propto1/\int e^{U(x)/kT}dx$, which carries a field-dependent prefactor. In the example $\ln J$ then has the end-to-end slope $984$ and $\ln(J/F)$ the slope $291$, and the Schottky reading of $\ln J$ gives $1.03$ although the electrons come from the metal. A change of electrode can give further evidence: at a given local field, $\Phi$ enters the contact current exponentially, but does not enter the bulk balance. The currents must be compared at equal local field, because a new electrode can also change the built-in field.

### Generalizing the escape direction

The ideal bulk rate uses the lowest pass alone. A simple alternative lets the electron leave along straight rays in all directions with equal weight. In a forward direction the pull along the ray is $F\cos\theta$, so the ray barrier is lowered by $D_{PF}\sqrt{\cos\theta}$. For backward directions the model assigns the zero-field rate. This is a model assumption, since the energy along a backward ray rises without limit.

Let $\beta=D_{PF}/kT$ and $q=\cos\theta$. The fraction of solid angle in $dq$ is $dq/2$, so the rate relative to zero field is

$$G=\frac12+\frac12\int_0^1e^{\beta\sqrt q}\,dq
=\frac12+\int_0^1ue^{\beta u}\,du,$$

where $q=u^2$ and $dq=2u\,du$. Integration by parts gives

$$G=\frac12+\frac{e^\beta}{\beta}-\frac{e^\beta-1}{\beta^2}
=\frac12+\frac{1+(\beta-1)e^\beta}{\beta^2}.$$

**Limits.** For small $\beta$, expanding the exponential under the integral gives $G\approx\frac12+\frac12+\frac\beta3=1+\frac\beta3$. The initial logarithmic slope is one third of the ideal one. For large $\beta$, $G\approx e^\beta/\beta$, and $d\ln G/d\beta\approx1-1/\beta$. The ideal slope is approached slowly.

In the example $\beta$ runs from $1.6$ to $3.2$, and $G$ from $2.05$ to $5.87$. With compensation the end-to-end slope is $\ln(5.87/2.05)/0.002\approx526$, or $1.31$ times the Schottky slope. The factor two in the barrier survives, but this model of emission does not pass it on to the current in this range.

### Adding an imprint field

Suppose finally that a uniform built-in field of magnitude $F_b$ is present. An applied field $F_a$ then gives the local field $F=F_a+F_b$ for one polarity and $F=F_a-F_b$ for the other, with $F_a>F_b$. The barriers respond to $F$, while the plot may use $\sqrt{F_a}$. By the chain rule,

$$\frac{d\sqrt F}{d\sqrt{F_a}}=\sqrt{\frac{F_a}{F}} .$$

An aiding field reduces the slope and an opposing field raises it. For $F_a\gg F_b$ both slopes return to the ideal value.

With $F_b=2\times10^{-6}$ and $F_a$ covering the earlier range, the aiding local field runs from $6\times10^{-6}$ to $1.8\times10^{-5}$. Its root changes by $0.001793$ while $\sqrt{F_a}$ changes by $0.002$. The Schottky slope falls to $400\times0.001793/0.002\approx359$. For the opposing polarity it rises to about $465.5$.

The corresponding compensated bulk slopes are $717$ and $931$, so the ratio remains two when both mechanisms see the same local field. These bulk slopes refer to $\ln n$, that is, to the current divided by the local field. Dividing by $F_a$ would add the field-dependent term $\ln(F/F_a)$. The comparison of polarities also assumes equal contact barriers at the two electrodes. Unequal barriers make the contact currents differ in size even without trapped charge. They also tilt the band, which adds a built-in field equal to their difference divided by the film thickness and changes the slopes against $\sqrt{F_a}$.

A nonuniform built-in field needs more care. Contact emission depends on the field near the electrode, whereas bulk emission depends on the field throughout the film. The two mechanisms then need not share one value of $F$, and the ratio of their slopes against applied field need not be two. The main computed values are collected in the numerical output.

## Values computed for the example and the checks

```
relative permittivity: 6.25
thermal energy: 0.0010 hartree
contact barrier: 0.030 hartree
centre depth: 0.030 hartree
donor density: 1.0e-09 bohr^-3
acceptor density, compensated case: 1.0e-10 bohr^-3
mean donor spacing n_don^(-1/3): 1000 bohr
image force at 50 bohr: 1.6000e-05 hartree/bohr
work from 50 bohr to infinity: 8.0000e-04 hartree
low field: 4.00e-06 a.u.
  root of field: 0.0020 a.u.^(1/2)
  Schottky maximum at: 100.00 bohr
  Poole-Frenkel saddle at: 200.00 bohr
  Schottky lowering: 0.000800 hartree = 21.77 meV
  Poole-Frenkel lowering: 0.001600 hartree = 43.54 meV
  contact current density: 1.0550e-20 a.u. = 2.4955e-02 A/m^2
  free density, compensated: 8.3755e-18 bohr^-3
  free density, uncompensated: 3.0505e-14 bohr^-3
high field: 1.60e-05 a.u.
  root of field: 0.0040 a.u.^(1/2)
  Schottky maximum at: 50.00 bohr
  Poole-Frenkel saddle at: 100.00 bohr
  Schottky lowering: 0.001600 hartree = 43.54 meV
  Poole-Frenkel lowering: 0.003200 hartree = 87.08 meV
  contact current density: 2.3480e-20 a.u. = 5.5539e-02 A/m^2
  free density, compensated: 4.1484e-17 bohr^-3
  free density, uncompensated: 6.7890e-14 bohr^-3
lowest pass on grid, high field: -0.003200 hartree
slopes below are in a.u.^(-1/2)
Schottky slope of ln J: 400.00
Poole-Frenkel slope of ln(J/F), compensated: 800.00
ratio of these slopes: 2.0000 (no unit)
Poole-Frenkel slope, uncompensated: 399.99
Poole-Frenkel ln J, end-to-end slope: 1493.1
Poole-Frenkel ln J, local slope at root 0.003: 1466.7
permittivity if bulk slope read as Schottky: 1.5625
permittivity if read as Poole-Frenkel: 6.2500
directional rate factor, low field: 2.0515
directional rate factor, high field: 5.8683
directional end-to-end slope: 525.5
directional slope / Schottky slope: 1.314
built-in field: 2.0e-06 a.u.
aiding built-in field, Schottky slope: 358.6
aiding built-in field, Poole-Frenkel slope: 717.3
opposing built-in field, Schottky slope: 465.5
opposing built-in field, Poole-Frenkel slope: 931.0
```
